# The Eikonal Coulomb Amplitude and Its Gamma Function Ratio

A particle of mass $m$, wave number $k$ and speed $v=k/m$ is scattered by $V=g/r$. Hartree atomic units are used, so $\hbar=1$, and $\eta=g/v$ is positive for repulsion. With $s=\sin(\theta/2)$ and $\Gamma_\eta=\Gamma(1+i\eta)/\Gamma(1-i\eta)$, the exact amplitude is

$$f_C(\theta)=-\frac{\eta}{2k s^2}\,e^{-2i\eta\ln s}\,\Gamma_\eta .\tag{1}$$

If the potential is cut off smoothly, $V_a=g\,e^{-r/a}/r$, its eikonal amplitude at fixed momentum transfer $q>0$ approaches, for $qa\to\infty$,

$$f_a\to e^{-2i\eta[\ln(2ka)-\gamma_E]}f_E(q),\qquad f_E(q)=-\frac{2k\eta}{q^2}\Big(\frac{2k}{q}\Big)^{2i\eta}\Gamma_\eta ,\tag{2}$$

where $\gamma_E$ is Euler's constant. At small angles $q\simeq k\theta$ and $f_E$ agrees with $f_C$, Gamma functions included. The prefactor in (2) is a phase independent of angle; it has no limit as $a\to\infty$ and must be removed before the comparison. A cutoff that ends in a jump of the potential does not give this limit, as the sharp cutoff will show below.

The reference (1) comes from the Schrödinger equation $(\nabla^2+k^2-2k\eta/r)\psi=0$. Put $\psi=e^{ikz}F(\zeta)$ with $\zeta=ik(r-z)$. Then

$$\nabla^2F+2ik\,\partial_zF-\frac{2k\eta}{r}F=0,$$

and the derivatives of $\zeta$ are $(\nabla\zeta)^2=2ik\zeta/r$, $\nabla^2\zeta=2ik/r$ and $\partial_z\zeta=-\zeta/r$. Multiplication by $r/(2ik)$ gives

$$\zeta F''+(1-\zeta)F'+i\eta F=0 .$$

The solution regular at $\zeta=0$ is ${}_1F_1(A;1;\zeta)=\sum_n (A)_n\zeta^n/(n!)^2$ with $A=-i\eta$. It equals

$$F=\frac1{2\pi i}\oint e^{\zeta t}\,t^{A-1}(t-1)^{-A}\,dt ,$$

on a counterclockwise loop around the segment $[0,1]$: for $|t|>1$ the algebraic factor is $\sum_n (A)_n t^{-n-1}/n!$, and the residues reproduce the series.

Now $\zeta=iu$ with $u=k(r-z)>0$, so the integrand decays as $t\to+i\infty$. The loop can be pulled upward into two contours that come from $+i\infty$, encircle $t=0$ and $t=1$ respectively, and return. The arguments of $t$ and $t-1$ then run from $-3\pi/2$ to $\pi/2$. Hankel's formula $\frac1{2\pi i}\int e^w w^{-p}dw=1/\Gamma(p)$ applies with $w=iut$ near $0$, where $(t-1)^{-A}\to e^{i\pi A}$, and with $w=iu(t-1)$ near $1$. For large $u$,

$$F\simeq e^{i\pi A/2}\left[\frac{u^{-A}}{\Gamma(1-A)}-\frac{i\,u^{A-1}e^{iu}}{\Gamma(A)}\right],$$

each term having relative corrections of order $1/u$. Here $e^{i\pi A/2}=e^{\pi\eta/2}$. Multiply by $e^{-\pi\eta/2}\Gamma(1+i\eta)$, so that the incident part has unit modulus, and use $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$:

$$\psi\simeq e^{ikz}u^{i\eta}-\eta\,\Gamma_\eta\,u^{-1-i\eta}e^{ikr}.$$

The corrections to the first term carry no factor $e^{iu}$ and belong to the distorted incident wave. With $u=2krs^2$ the second term is $f_C\,e^{i[kr-\eta\ln(2kr)]}/r$, which is (1) together with its phase convention.

The eikonal amplitude follows from the partial-wave sum for the screened potential,

$$f=\frac1{2ik}\sum_l(2l+1)\big(e^{2i\delta_l}-1\big)P_l(\cos\theta).$$

Let $L=l+\tfrac12=kb$, where $b$ is the impact parameter. The semiclassical phase shift is the difference of the radial phase integrals with and without $V_a$. To first order in the potential,

$$2\delta_l\simeq-\frac{2m}{k}\int_b^\infty\frac{V_a(r)\,r\,dr}{\sqrt{r^2-b^2}}=-\frac1v\int_{-\infty}^{\infty}V_a\,dz\equiv\chi(b),$$

with $r^2=b^2+z^2$. This needs $|V|\ll k^2/2m$ at $r=b$, that is $kb\gg2|\eta|$.

The function $\sqrt{\sin\theta}\,P_l$ obeys $w''+[L^2+1/(4\sin^2\theta)]w=0$, while $\sqrt\theta\,J_0(L\theta)$ obeys the same equation with $\theta^2$ in place of $\sin^2\theta$. The two coefficients differ by about $1/12$ at small $\theta$, so $P_l\simeq J_0(L\theta)$, which is $J_0(qb)$ with $q=k\theta$. When the summand varies slowly with $l$, the sum becomes an integral with $dl=k\,db$:

$$f_a=-ik\int_0^\infty b\,db\,J_0(qb)\big[e^{i\chi(b)}-1\big].\tag{3}$$

The low partial waves, $L\lesssim L_0$ with $L_0$ a few times $1+|\eta|^{3/2}$, are treated badly; the power $3/2$ comes from the correction $\eta^3/(3L^2)$ to the logarithmic phase, derived below. Their total contribution is at most of order $L_0^2/k$, whereas the Coulomb amplitude is of order $2|\eta|/(k\theta^2)$. Their relative weight is therefore about $L_0^2\theta^2/(2|\eta|)$, which vanishes at small angles for fixed nonzero $\eta$. Together with the small-angle form of $P_l$ used above, this makes the comparison a small-angle statement.

For the smooth cutoff the substitution $z=b\sinh\tau$ gives $dz/r=d\tau$, and

$$\chi(b)=-\eta\int_{-\infty}^{\infty}e^{-(b/a)\cosh\tau}d\tau=-2\eta K_0(b/a).$$

Since $K_0(y)=-\ln(y/2)-\gamma_E+O(y^2\ln y)$ at small $y$,

$$\chi(b)\simeq2\eta\ln(kb)-2\eta\big[\ln(2ka)-\gamma_E\big],\qquad b\ll a .\tag{4}$$

The first term is the phase $2\eta\ln(kb)$; the second is the constant left by the cutoff.

The unscreened partial waves contain the same logarithm. With $\rho=kr$, their regular radial function is proportional to

$$\rho^{l+1}\int_0^1e^{i\rho(1-2t)}t^{l+i\eta}(1-t)^{l-i\eta}dt .$$

At large $\rho$ the two ends give complex conjugate contributions, and their sum is proportional to $\sin(\rho-\eta\ln2\rho-l\pi/2+\sigma_l)$ with $\sigma_l=\arg\Gamma(l+1+i\eta)$. Stirling's series in the form $\ln\Gamma(w+\tfrac12)=w\ln w-w+\tfrac12\ln2\pi-1/(24w)+\dots$, taken at $w=L+i\eta$, yields

$$\sigma_l=\eta\ln|w|+L\arctan\frac{\eta}{L}-\eta+\frac{\eta}{24L^2}+\dots$$

Here $\eta\ln|w|=\eta\ln L+\eta^3/(2L^2)+\dots$ and $L\arctan(\eta/L)=\eta-\eta^3/(3L^2)+\dots$, hence

$$2\sigma_l=2\eta\ln L+\frac{\eta(1+4\eta^2)}{12L^2}+\dots$$

For $\eta=-0.5$ and $l=5$ the excess over the logarithm is $-2.73\times10^{-3}$ rad, against $-2.75\times10^{-3}$ rad from the last term.

If the pure logarithm were inserted in (3), the integrand would grow like $\sqrt b$ and the integral would not converge in the ordinary sense. One integration by parts, made while the cutoff is still present, removes this difficulty. Use $bJ_0(qb)=\frac{d}{db}[bJ_1(qb)/q]$. The boundary terms vanish, at $b=0$ because $bJ_1(qb)$ does and at infinity because $\chi$ decays exponentially. Thus

$$f_a=-ik\Big(-\frac1q\Big)\int_0^\infty bJ_1(qb)\,i\chi'e^{i\chi}\,db=-\frac kq\int_0^\infty J_1(qb)\,b\chi'\,e^{i\chi}\,db .$$

From $K_0'=-K_1$ one has $b\chi'=2\eta\,yK_1(y)$ with $y=b/a$. Setting $x=qb$, so that $y=x/(qa)$,

$$f_a=-\frac{2k\eta}{q^2}\int_0^\infty J_1(x)G_a(x)\,dx,\qquad G_a=yK_1(y)\,e^{-2i\eta K_0(y)} .\tag{5}$$

The limit may now be taken under the integral, provided that the tail is small uniformly in $a$. Because $(yK_1)'=-yK_0$,

$$xG_a'(x)=\big[-y^2K_0(y)+2i\eta\,(yK_1(y))^2\big]e^{-2i\eta K_0(y)},$$

which is bounded by a constant $C$ independent of $a$. With $J_1=-J_0'$,

$$\int_X^\infty J_1G_a\,dx=J_0(X)G_a(X)+\int_X^\infty J_0\,G_a'\,dx .$$

Since $|J_0(x)|$ is bounded by a constant times $x^{-1/2}$ and $|G_a'|\le C/x$, the tail is $O(X^{-1/2})$ for every $a$. On $[0,X]$ one has $|G_a|\le1$, and (4), together with $yK_1(y)\to1$ as $y\to0$, shows that, once its constant phase is divided out, $G_a$ tends to a pure power. Dominated convergence therefore gives

$$f_a\to-\frac{2k\eta}{q^2}\,e^{-2i\eta[\ln(2qa)-\gamma_E]}\,I,\qquad I=\int_0^\infty x^{2i\eta}J_1(x)\,dx .\tag{6}$$

The integral $I$ converges by the same tail estimate.

To evaluate it, write the power as

$$x^{2i\eta-2}=\frac1{\Gamma(1-i\eta)}\int_0^\infty t^{-i\eta}e^{-tx^2}dt .$$

The remaining factor $x^2J_1$ has an elementary Gaussian transform. Expanding $J_1$ and using $\int_0^\infty x^{2n+3}e^{-tx^2}dx=(n+1)!/(2t^{n+2})$,

$$\int_0^\infty x^2J_1(x)e^{-tx^2}dx=\sum_{n=0}^\infty\frac{(-1)^n}{n!\,(n+1)!\,2^{2n+1}}\,\frac{(n+1)!}{2t^{n+2}}=\frac{e^{-1/(4t)}}{4t^2}.$$

To justify exchanging the $x$ and $t$ integrals, insert $e^{-\varepsilon x^2}$ in $I$. The double integral is then absolutely convergent, and the exchange replaces $t$ by $t+\varepsilon$ in the last expression. That expression is bounded for all positive arguments and is at most $1/(4t^2)$, so $\varepsilon\to0$ is allowed on the $t$ side. On the $x$ side the uniform tail estimate applies again. With $p=1/(4t)$, so that $dt/(4t^2)$ becomes $dp$ after the limits are reversed,

$$I=\frac1{\Gamma(1-i\eta)}\int_0^\infty(4p)^{i\eta}e^{-p}dp=4^{i\eta}\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)} .\tag{7}$$

The numerator comes from the final $p$ integral and the denominator from the representation of the power. Inserting (7) in (6) and writing $\ln(2qa)=\ln(2ka)+\ln(q/k)$ combines $(k/q)^{2i\eta}$ with $4^{i\eta}$ into $(2k/q)^{2i\eta}$. This is (2).

The two amplitudes can now be compared without expanding the Gamma functions:

$$\frac{f_E(q)}{f_C(\theta)}=\Big(\frac{2ks}{q}\Big)^{2+2i\eta}.$$

For $q=k\theta$, $\ln(2s/\theta)=-\theta^2/24+O(\theta^4)$, and the ratio is $1-(1+i\eta)\theta^2/12+O(\theta^4)$. For $q=2ks$ the ratio is one at every angle. That identity does not extend the validity of the derivation, which used small angles in the passage from the partial-wave sum to (3).

Since $\Gamma(1-i\eta)$ is the complex conjugate of $\Gamma(1+i\eta)$, the ratio $\Gamma_\eta=e^{2i\sigma_0}$ is a pure phase, and $|f_E|^2=4k^2\eta^2/q^4$. The cross section is blind both to $\Gamma_\eta$ and to the cutoff phase, so a comparison of amplitudes is a stronger check than a comparison of cross sections. For $|\eta|\to0$ at fixed angle, $f_E\to-2k\eta/q^2=-2mg/q^2$, the Born amplitude.

In the opposite case, $|\eta|\gg1$, the integral is dominated by a point of stationary phase. The oscillating parts $e^{\pm iqb}$ of the Bessel function meet the phase $2\eta\ln(kb)$ where $2|\eta|/b=q$. With $q=k\theta$ this is the classical small-angle relation $b=2|\eta|/(k\theta)$, and the classical cross section $(b/\theta)|db/d\theta|=4\eta^2/(k^2\theta^4)$ agrees with $|f_E|^2$. The condition $kb\gg2|\eta|$ then reads $\theta\ll1$. This suffices for the cross section. The phase is more demanding: with $q=k\theta$ it differs from that of $f_C$ by about $|\eta|\theta^2/12$ in magnitude, so agreement of the amplitudes also needs $|\eta|\theta^2\ll12$.

A sharp cutoff behaves differently. Let $V=g/r$ for $r<R$ and zero outside. The straight-line integral gives

$$\chi=-2\eta\,\mathrm{arccosh}(R/b),\qquad b<R,$$

which for $b\ll R$ is $2\eta\ln(kb)-2\eta\ln(2kR)$. The same integration by parts, with $X=qR$ and $x=X\cos\psi$, leads to

$$f_R=-\frac{2k\eta}{q^2}\int_0^{\pi/2}X J_1(X\cos\psi)\,e^{-2i\eta\,\mathrm{arccosh}(\sec\psi)}\,d\psi .$$

The region $x\ll X$ supplies $(2X)^{-2i\eta}I=X^{-2i\eta}\Gamma_\eta$. The edge $b=R$, at $\psi=0$, is a point of stationary phase. There $J_1(x)\simeq\sqrt{2/(\pi x)}\cos(x-3\pi/4)$ and $\cos\psi\simeq1-\psi^2/2$, so it contributes

$$\sqrt{\frac{2X}{\pi}}\;\mathrm{Re}\Big[e^{i(X-3\pi/4)}\int_0^\infty e^{-iX\psi^2/2}d\psi\Big]=\cos(X-\pi)=-\cos X .$$

The next term, from $\mathrm{arccosh}(\sec\psi)\simeq\psi$, is of order $X^{-1/2}$. Hence

$$f_R\simeq e^{-2i\eta\ln(2kR)}f_E(q)+\frac{2k\eta}{q^2}\cos(qR).\tag{8}$$

The edge term has the same magnitude as the Coulomb term and does not decay, so the eikonal amplitude has no pointwise limit even after the cutoff phase is removed. An average of the amplitude over many periods of $\cos(qR)$, with the cutoff phase divided out, removes the edge term. An average of $|f_R|^2$ does not, because $\cos^2(qR)$ averages to one half.

At $\eta=-0.5$ and $qR=1256.6$, in units of $2k|\eta|/q^2$, the numerical amplitude differs from the Coulomb term alone by 1.000 and from (8) by 0.016. At $qR=125.7$ the latter error is 0.050. Both values of $qR$ are multiples of $2\pi$, so the decrease by a factor of about $\sqrt{10}$ for a tenfold $R$ shows the predicted $X^{-1/2}$ envelope; the next term has size $2|\eta||J_0(X)|$ and oscillates with $X$ under that envelope. Equation (8) describes the eikonal amplitude. In the full radial solution at $\theta=0.5$ rad, $\eta=-0.5$ and $kR\approx300$ an edge contribution of the same order persists, but (8) misses the amplitude there by about a quarter of $|f_C|$.

As a worked case, take an electron with $k=2$ bohr$^{-1}$ and a fixed point charge $+1$. Then $g=-1$, $v=2$, $\eta=-0.5$, and the energy is $k^2/2=2$ hartree, or 54.42 eV. At $\theta=0.1$ rad,

$$q=2(2)\sin(0.05)=0.199917\ \text{bohr}^{-1},\qquad -\frac{2k\eta}{q^2}=\frac{2}{(0.199917)^2}=50.04\ \text{bohr}.$$

The phase of $(2k/q)^{2i\eta}$ is $-\ln(4/0.199917)=-2.996$ rad and that of $\Gamma_\eta$ is $0.488$ rad. Their sum, $-2.508$ rad, gives

$$f_C=50.04\,e^{-2.508i}=-40.33-29.63\,i\ \text{bohr}.$$

The same number can be extracted from the Coulomb wave function. The incident part must then be subtracted with its first correction, as $u^{i\eta}(1-i\eta^2/u)$, because that correction falls off with $u$ as fast as the scattered wave itself. At $u=2000$ the remainder gives $-40.32-29.59\,i$ bohr. The difference is about 0.08% of $|f_C|$, consistent with remaining relative corrections of order $1/u$.

For $a=1000$ bohr the cutoff phase is $7.717$ rad. The total phase is then $5.209$ rad, and (2), with $q=2ks$, predicts $23.83-44.00\,i$ bohr. Direct integration of (3), in its original $J_0$ form, gives $23.83-44.00\,i$ bohr as well; the relative deviation is $1.7\times10^{-4}$. For $a=100$ bohr, where $qa$ is only 20, it is $1.0\times10^{-2}$. The corrections to $K_0(y)$ and $yK_1(y)$ begin at order $y^2\ln y$, which suggests an error of order $\ln(qa)/(qa)^2$. The observed reduction by a factor of about 59 is compatible with this. When $qa$ is not large, (2) fails: the screened amplitude stays finite in the forward direction, while $f_E$ diverges.

Replacing $2ks$ by $k\theta$ changes the amplitude, relative to $f_C$, by 0.093% at 0.1 rad, 2.3% at 0.5 rad and 9.0% at 1 rad. The leading estimate $|1+i\eta|\theta^2/12$ gives 0.093%, 2.3% and 9.3%. These figures measure that replacement alone, not the whole error of the eikonal approximation.

The cutoff phase can also be tested without an eikonal step, by solving the radial equations for the screened potential. At 0.5 rad the full amplitude differs from $e^{-2i\eta[\ln(2ka)-\gamma_E]}f_C$ by 2.4% for $ka=40$ and by 1.7% for $ka=80$. At 2.0 rad the differences are 4.3% and 2.6%; the radial step used for the numerical output gives 2.5% for the last figure, and a step-converged integration raises it by 0.05 percentage points. The agreement improves with $a$ at both angles, though two screening lengths do not establish a rate. At 2.0 rad the comparison supports $f_C$ as the large-$a$ form of the full quantum amplitude, not the eikonal derivation.

The Coulomb cross section at 0.1 rad is $|f_C|^2=2504$ bohr$^2$/sr, or 701 Å$^2$/sr. The remaining figures are in the numerical output.

## Table of computed values

```
wave number k = 2.000 1/bohr, product of charges g = -1.0
energy = 2.000 hartree = 54.423 eV
eta = -0.500, theta = 0.100 rad, q = 0.199917 1/bohr
Schroedinger residual of Coulomb wave = 7.1e-09
f_C from wave function (u=2000) = -40.316216 -29.589299i bohr
f_C from closed formula         = -40.329841 -29.625571i bohr
chi(b=0.5 bohr, a=1000 bohr): line integral 7.7168345 rad
  Bessel form 7.7168345, logarithm 7.7168340 rad
l=5: 2sigma_l-2eta ln(l+1/2) = -2.7325e-03 rad, predicted -2.7548e-03
l=20: 2sigma_l-2eta ln(l+1/2) = -1.9818e-04 rad, predicted -1.9829e-04
Bessel integral, eta=-0.5: 0.979055 -0.203597i, formula 0.979055 -0.203597i
Bessel integral, eta=1.3: 0.244541 +0.969640i, formula 0.244542 +0.969639i
Gamma ratio = 0.883218 +0.468963i, phase 0.488117 rad
a=100 bohr, qa=19.992, cutoff phase 5.414249 rad
  J0 integral -48.159106 +11.649726i bohr
  limit form  -48.661872 +11.670161i bohr, relative deviation 1.01e-02
a=1000 bohr, qa=199.917, cutoff phase 7.716834 rad
  J0 integral 23.827019 -43.996073i bohr
  limit form  23.833566 -44.001495i bohr, relative deviation 1.70e-04
theta/rad, |f_E(k theta)/f_C - 1|, leading estimate:
  0.05  2.3290e-04  2.3292e-04
  0.10  9.3138e-04  9.3169e-04
  0.20  3.7218e-03  3.7268e-03
  0.50  2.3099e-02  2.3292e-02
  1.00  9.0112e-02  9.3169e-02
sharp cutoff, amplitude in units of -(2k eta/q^2):
  qR=125.664: error with edge term 0.0502, without 1.0012
  qR=1256.637: error with edge term 0.0159, without 1.0001
full partial-wave solution against cutoff phase times f_C:
  ka=40: relative deviation 0.0241 at 0.5 rad, 0.0428 at 2.0 rad
  ka=80: relative deviation 0.0167 at 0.5 rad, 0.0252 at 2.0 rad
cross section at 0.1 rad = 2504.170 bohr^2/sr = 701.239 angstrom^2/sr
```
